**Dynamic mobility and inertial phase lag of a silica sphere**

The program tests the thin-double-layer mobility μ = (2εζ/3η)(1+f)G, with G = (1+x)/[1+x+x²(1+2s)/9], x² = iωa²/ν and s the particle-to-liquid density ratio. Here a is the radius, ν the kinematic viscosity, η the viscosity, ε the liquid permittivity, ζ the zeta potential and f the induced-dipole coefficient. It asserts that G and the forces agree with a numerical boundary-value solution of the unsteady flow for two sets of parameters. It also asserts that f agrees with a thin-conducting-shell calculation, and that the surface conductance agrees with quadrature over the Gouy–Chapman profile. Further assertions cover the real form of the lag, scans on either side of the 45° density threshold, and limits of the Henry integral and the closed-cell model. For 500 nm silica spheres in water at 1 MHz, the output gives an amplitude factor of 0.774, a loss of 22.6% and a lag of 20.0°. Steady Stokes drag alone gives a similar amplitude, 0.757, but a lag of 40.8°. The remaining output estimates the influence of surface conduction, finite Debye length, concentration, size spread, pairing, density and temperature.

## Verification by program

```python
"""Dynamic electrophoretic mobility of a sphere with a thin double layer.

Result under test, for fields varying as exp(+i omega t):
    mobility = (2 eps zeta / 3 eta) (1 + f) G
    G = (1 + x) / (1 + x + x^2 (1 + 2 s) / 9),  x = sqrt(i alpha)
alpha = omega a^2 / nu; a radius; nu kinematic viscosity; s = particle
density / liquid density; f = induced electric dipole coefficient;
eps liquid permittivity; eta viscosity; zeta zeta potential.
|G| is the inertial amplitude factor and -arg(G) is the phase lag.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_bvp


def inertia_factor(alpha, density_ratio):
    x = np.sqrt(1j * alpha)
    return (1 + x) / (1 + x + x**2 * (1 + 2 * density_ratio) / 9)


def lag_deg(z):
    return -np.degrees(np.angle(z))


def dipole_coefficient(dukhin, omega_rel, eps_ratio):
    """dukhin = Ks/(K a), omega_rel = omega eps/K, eps_ratio = eps_p/eps."""
    outside = 1 + 1j * omega_rel
    particle = 2 * dukhin + 1j * omega_rel * eps_ratio
    return (outside - particle) / (2 * outside + particle)


# ---- flow solved numerically; units: radius = viscosity = 1 --------------
def numerical_force(velocity, slip, x):
    """Stream function g(r) sin^2(theta); w = g'' - 2 g/r^2 (vorticity)."""
    outer = 25.0

    def rhs(r, y):
        g, dg, w, dw = y
        return np.vstack([dg, 2 * g / r**2 + w, dw, (2 / r**2 + x**2) * w])

    def boundary(ya, yb):
        return np.array([ya[0] - velocity / 2, ya[1] - (velocity - slip),
                         yb[2], yb[1] + yb[0] / outer])

    r = 1 + (outer - 1) * np.linspace(0, 1, 300)**2
    sol = solve_bvp(rhs, boundary, r, np.zeros((4, r.size), complex),
                    tol=1e-7, max_nodes=20000)
    assert sol.success, sol.message
    g, dg, w, dw = sol.y[:, 0]
    pressure = dw - x**2 * dg
    normal_stress = -pressure + 4 * dg - 8 * g
    shear_stress = -(2 * g + w) + 2 * dg - 2 * g
    return 2 * np.pi * (2 * normal_stress / 3 - 4 * shear_stress / 3)


def numerical_inertia_factor(alpha, density_ratio):
    x = np.sqrt(1j * alpha)
    force_motion = numerical_force(1.0, 0.0, x)
    force_slip = numerical_force(0.0, 1.0, x)
    inertia = 4 * np.pi / 3 * x**2 * density_ratio
    # slip amplitude 3/2 belongs to an insulating sphere in unit field
    factor = 1.5 * force_slip / (inertia - force_motion)
    return factor, force_motion, force_slip


# ---- inputs (rough typical values for the materials) ---------------------
radius = 500e-9
frequency = 1e6
temperature = 298.15
viscosity = 0.89e-3
rho_liquid = 997.0
rho_silica = 2200.0
eps_liquid_rel = 78.4
eps_silica_rel = 3.8
zeta = -0.050
salt = 10.0            # mol/m^3, equal to mmol/L
ion_diffusion = 2.0e-9
field = 1000.0         # V/m

omega = 2 * np.pi * frequency
nu = viscosity / rho_liquid
eps = eps_liquid_rel * const.epsilon_0
ratio = rho_silica / rho_liquid
alpha = omega * radius**2 / nu
x = np.sqrt(1j * alpha)
G = inertia_factor(alpha, ratio)

# Test of the flow, force and equation of motion
bvp_error = 0.0
for al, s in [(alpha, ratio), (12.0, 7.0)]:
    numeric, f_motion, f_slip = numerical_inertia_factor(al, s)
    xx = np.sqrt(1j * al)
    drag = -6 * np.pi * (1 + xx + xx**2 / 9)
    thrust = 4 * np.pi * (1 + xx)
    assert abs(f_motion / drag - 1) < 1e-5
    assert abs(f_slip / thrust - 1) < 1e-5
    error = abs(numeric - inertia_factor(al, s))
    assert error < 1e-5
    bvp_error = max(bvp_error, error)

# Test of the real form of the lag, and of the 45 degree threshold
for al in [0.01, alpha, 300.0]:
    for s in [ratio, 7.0]:
        h = np.sqrt(al / 2)
        k = (1 + 2 * s) / 9
        tangent = 2*k*h**2*(1 + h) / (1 + 2*h + 2*h**2 + 2*k*h**3)
        assert abs(np.degrees(np.arctan(tangent))
                   - lag_deg(inertia_factor(al, s))) < 1e-9
scan = np.logspace(-4, 8, 6001)
assert lag_deg(inertia_factor(scan, ratio)).max() < 45
assert lag_deg(inertia_factor(scan, 3.9)).max() < 45
assert lag_deg(inertia_factor(scan, 4.2)).max() > 45
assert abs(lag_deg(inertia_factor(1e10, ratio)) - 45) < 0.01


# Test of the dipole coefficient: sphere with a thin conducting shell
def shell_dipole(dukhin, omega_rel, eps_ratio, thickness):
    ri = 1 - thickness
    k_out = 1 + 1j * omega_rel
    k_in = 1j * omega_rel * eps_ratio
    k_shell = dukhin / thickness
    matrix = np.array([
        [ri, -ri, -1 / ri**2, 0],
        [k_in, -k_shell, 2 * k_shell / ri**3, 0],
        [0, 1, 1, -1],
        [0, k_shell, -2 * k_shell, 2 * k_out]], complex)
    return np.linalg.solve(matrix, np.array([0, 0, 1, k_out]))[3]


assert abs(shell_dipole(0.3, 0.7, 0.05, 1e-5)
           - dipole_coefficient(0.3, 0.7, 0.05)) < 1e-4

# Surface conductance outside the slip plane, formula and quadrature
thermal_voltage = const.k * temperature / const.e
number = salt * const.N_A
conductivity = 2 * number * const.e * ion_diffusion / thermal_voltage
kappa = np.sqrt(2 * number * const.e / (eps * thermal_voltage))
zeta_red = zeta / thermal_voltage
drag_number = 2 * eps * thermal_voltage**2 / (3 * viscosity * ion_diffusion)
surface_conductance = (2 * conductivity / kappa * (1 + 3 * drag_number)
                       * (np.cosh(zeta_red / 2) - 1))


def layer_current(t):
    psi = 4 * np.arctanh(np.tanh(zeta_red / 4) * np.exp(-t))
    migration = conductivity * (np.cosh(psi) - 1)
    charge = -2 * number * const.e * np.sinh(psi)
    flow = -eps * thermal_voltage / viscosity * (zeta_red - psi)
    return (migration + charge * flow) / kappa


conductance_quad = quad(layer_current, 0, 40, epsabs=0, epsrel=1e-9)[0]
assert abs(conductance_quad / surface_conductance - 1) < 1e-6
dukhin = surface_conductance / (conductivity * radius)
omega_rel = omega * eps / conductivity
f_full = dipole_coefficient(dukhin, omega_rel,
                            eps_silica_rel / eps_liquid_rel)
electric_factor = 2 * (1 + f_full) / 3


# Finite Debye length: Henry's integral for static field and small zeta
def henry(ka):
    integral = quad(lambda u: np.exp(-ka * (1/u - 1)) * (5*u**5 - 2*u**3),
                    0, 1, epsabs=1e-11, limit=200)[0]
    return 1 - integral


assert abs(henry(1e-5) - 2 / 3) < 1e-4
assert abs(henry(1000.0) - (1 - 3 / 1000)) < 5e-5


# Concentration: closed cell with zero vorticity at its outer boundary
def cell_factor(al, s, phi):
    q = np.sqrt(1j * al)
    b = phi**(-1 / 3)

    def decaying(r):
        h = np.exp(-q * (r - 1)) / r
        return h, -(q + 1 / r) * h

    def regular(r):
        up, down = np.exp(q * (r - b)), np.exp(-q * (r + b))
        return (up - down) / r, q * (up + down) / r - (up - down) / r**2

    h1, d1 = decaying(1.0)
    h2, d2 = regular(1.0)
    e1, e2 = decaying(b)[1], regular(b)[1]
    matrix = np.array([
        [-2, 1, -2 * d1, -2 * d2, -1],
        [-1, -1, q**2 * h1 - d1, q**2 * h2 - d2, 1],
        [-2 / b**3, 1, -2 * e1 / b, -2 * e2 / b, 0],
        [0, 0, e1, e2, 0],
        [1, 1, -2 * d1, -2 * d2, -s]], complex)
    slip = 1.5 / (1 + phi / 2)
    return np.linalg.solve(matrix, np.array([0, slip, 0, 0, 0]))[4]


assert abs(cell_factor(alpha, ratio, 1e-6) - G) < 1e-4
assert abs(cell_factor(1e-3, ratio, 0.2) - 0.8 / 1.1) < 1e-3
phi = 0.01
G_cell = cell_factor(alpha, ratio, phi)

# Size spread, doublets, density and temperature
spread = 0.20
nodes, weights = np.polynomial.hermite_e.hermegauss(40)
G_spread = np.sum(weights * inertia_factor(
    alpha * np.exp(2 * spread * nodes), ratio)) / np.sqrt(2 * np.pi)
G_doublet = inertia_factor(alpha * 2**(2 / 3), ratio)
rho_porous = 2000.0
G_porous = inertia_factor(alpha, rho_porous / rho_liquid)
viscosity_warm, rho_warm = 0.72e-3, 994.0
G_warm = inertia_factor(omega * radius**2 * rho_warm / viscosity_warm,
                        rho_silica / rho_warm)

stokes_time = 2 * rho_silica * radius**2 / (9 * viscosity)
G_stokes = 1 / (1 + 1j * omega * stokes_time)
mobility_static = eps * zeta / viscosity
mobility = mobility_static * G
mobility_full = mobility * electric_factor
speed = abs(mobility) * field
sound_speed = 1500.0
numerator = 1 + x
denominator = 1 + x + x**2 * (1 + 2 * ratio) / 9


def show(label, z):
    print(f"{label}: amplitude {abs(z):.4f}, lag {lag_deg(z):.2f} deg")


print(f"Radius {radius*1e9:.0f} nm; frequency {frequency/1e6:.1f} MHz")
print(f"Temperature {temperature:.2f} K; viscosity {viscosity*1e3:.2f} mPa s")
print(f"Densities: water {rho_liquid/1e3:.3f}, "
      f"silica {rho_silica/1e3:.2f} g/cm3")
print(f"Relative permittivity: water {eps_liquid_rel:.1f}, "
      f"silica {eps_silica_rel:.1f}")
print(f"Zeta {zeta*1e3:.0f} mV; salt {salt:.0f} mmol/L")
print(f"Ion diffusion coefficient {ion_diffusion*1e4:.1e} cm2/s")
print(f"Kinematic viscosity {nu*1e4:.5f} cm2/s")
print(f"Density contrast (rho_p-rho)/rho {ratio-1:.4f}")
print(f"alpha {alpha:.4f}; sqrt(alpha/2) {np.sqrt(alpha/2):.4f}")
print(f"k = (3+2 contrast)/9: {(1+2*ratio)/9:.4f}")
print(f"Viscous depth {np.sqrt(2*nu/omega)*1e9:.1f} nm")
print(f"Numerator {numerator:.4f}; modulus {abs(numerator):.4f}, "
      f"phase {np.degrees(np.angle(numerator)):.2f} deg")
print(f"Denominator {denominator:.4f}; modulus {abs(denominator):.4f}, "
      f"phase {np.degrees(np.angle(denominator)):.2f} deg")
print(f"G {G:.4f}")
show("Inertial factor G", G)
print(f"Amplitude loss {100*(1-abs(G)):.2f} %")
print(f"Time lag {lag_deg(G)/360/frequency*1e9:.1f} ns")
print(f"Largest BVP difference in G {bvp_error:.1e}")
print(f"Static mobility {mobility_static*1e4:.3e} cm2/Vs")
print(f"Dynamic mobility magnitude {abs(mobility)*1e4:.3e} cm2/Vs")
print(f"Apparent zeta if inertia ignored {zeta*abs(G)*1e3:.1f} mV")
print(f"Steady-drag omega*tau {omega*stokes_time:.4f}")
show("Steady Stokes drag only", G_stokes)
for f_mhz in [0.1, 0.3, 1.0, 3.0, 10.0, 100.0]:
    show(f"G at {f_mhz:.1f} MHz",
         inertia_factor(alpha * f_mhz * 1e6 / frequency, ratio))
print(f"Debye length {1e9/kappa:.3f} nm; kappa*a {kappa*radius:.1f}")
print(f"Conductivity {conductivity*10:.3f} mS/cm")
print(f"Surface conductance {surface_conductance*1e9:.3f} nS")
print(f"Ks/(K a) {dukhin:.5f}; omega*eps/K {omega_rel:.5f}")
print(f"Dipole coefficient f {f_full:.5f}")
show("Electric factor 2(1+f)/3", electric_factor)
show("G times electric factor", G * electric_factor)
print(f"Full mobility magnitude {abs(mobility_full)*1e4:.3e} cm2/Vs")
print(f"Henry static factor {henry(kappa*radius):.4f}")
print(f"Debye length * sqrt(omega/nu) {np.sqrt(omega/nu)/kappa:.5f}")
show(f"Cell model at {100*phi:.0f} vol%", G_cell)
show(f"Size spread {100*spread:.0f} % (log-normal)", G_spread)
show("Doublets as equal-volume spheres", G_doublet)
show(f"Silica density {rho_porous/1e3:.1f} g/cm3", G_porous)
print(f"Warm water: viscosity {viscosity_warm*1e3:.2f} mPa s, "
      f"density {rho_warm/1e3:.3f} g/cm3")
show("G at 35 C", G_warm)
print(f"Ion diffusion length {np.sqrt(ion_diffusion/omega)*1e9:.1f} nm")
print(f"Field amplitude {field/100:.0f} V/cm; speed {speed*1e6:.2f} um/s")
print(f"Reynolds number {speed*radius/nu:.2e}")
print(f"Excursion amplitude {speed/omega*1e9:.2e} nm")
print(f"Sound speed {sound_speed:.0f} m/s; "
      f"omega*a/c {omega*radius/sound_speed:.2e}")
print("all good")
```

Running it gives:

```
Radius 500 nm; frequency 1.0 MHz
Temperature 298.15 K; viscosity 0.89 mPa s
Densities: water 0.997, silica 2.20 g/cm3
Relative permittivity: water 78.4, silica 3.8
Zeta -50 mV; salt 10 mmol/L
Ion diffusion coefficient 2.0e-05 cm2/s
Kinematic viscosity 0.00893 cm2/s
Density contrast (rho_p-rho)/rho 1.2066
alpha 1.7596; sqrt(alpha/2) 0.9380
k = (3+2 contrast)/9: 0.6015
Viscous depth 533.1 nm
Numerator 1.9380+0.9380j; modulus 2.1530, phase 25.83 deg
Denominator 1.9380+1.9964j; modulus 2.7823, phase 45.85 deg
G 0.7271-0.2650j
Inertial factor G: amplitude 0.7738, lag 20.02 deg
Amplitude loss 22.62 %
Time lag 55.6 ns
Largest BVP difference in G 6.5e-11
Static mobility -3.900e-04 cm2/Vs
Dynamic mobility magnitude 3.018e-04 cm2/Vs
Apparent zeta if inertia ignored -38.7 mV
Steady-drag omega*tau 0.8629
Steady Stokes drag only: amplitude 0.7571, lag 40.79 deg
G at 0.1 MHz: amplitude 0.9797, lag 4.36 deg
G at 0.3 MHz: amplitude 0.9256, lag 10.03 deg
G at 1.0 MHz: amplitude 0.7738, lag 20.02 deg
G at 3.0 MHz: amplitude 0.5643, lag 29.57 deg
G at 10.0 MHz: amplitude 0.3508, lag 36.89 deg
G at 100.0 MHz: amplitude 0.1209, lag 42.75 deg
Debye length 3.040 nm; kappa*a 164.5
Conductivity 1.502 mS/cm
Surface conductance 0.708 nS
Ks/(K a) 0.00943; omega*eps/K 0.02904
Dipole coefficient f 0.48597-0.00063j
Electric factor 2(1+f)/3: amplitude 0.9906, lag 0.02 deg
G times electric factor: amplitude 0.7666, lag 20.05 deg
Full mobility magnitude 2.990e-04 cm2/Vs
Henry static factor 0.9826
Debye length * sqrt(omega/nu) 0.00807
Cell model at 1 vol%: amplitude 0.7750, lag 20.09 deg
Size spread 20 % (log-normal): amplitude 0.7677, lag 19.73 deg
Doublets as equal-volume spheres: amplitude 0.6895, lag 24.24 deg
Silica density 2.0 g/cm3: amplitude 0.7897, lag 18.87 deg
Warm water: viscosity 0.72 mPa s, density 0.994 g/cm3
G at 35 C: amplitude 0.7364, lag 21.98 deg
Ion diffusion length 17.8 nm
Field amplitude 10 V/cm; speed 30.18 um/s
Reynolds number 1.69e-05
Excursion amplitude 4.80e-03 nm
Sound speed 1500 m/s; omega*a/c 2.09e-03
all good
```
